# The Kinetic Bohm Condition and Its Failure for Slow Ions

## First half: which average of the ion speed matters

**Q.** For ions that all have one speed, I accept that they must enter a sheath at or above $c=\sqrt{kT_e/M}$. But real ions arrive with a spread of speeds. Which number must exceed $c$: the mean speed, the root-mean-square speed, or the speed of the slowest ion?

**A.** That has to come out of the density balance, so the model must be fixed first. Take a flat absorbing wall and a coordinate $x$, normal to it, that increases towards it. The sheath is steady. Inside it ions neither collide nor are created. They have mass $M$ and charge $+e$. Let $v$ be the component of ion velocity along $x$. Motion parallel to the wall does not change with the potential and plays no part, so "speed" below means this normal component.

At the sheath edge the potential $\phi$ is zero, and it falls towards the wall. All ions at the edge have $v>0$. The electrons are in Boltzmann equilibrium at temperature $T_e$, which neglects the depletion of fast electrons by the absorbing wall. Ions and electrons have the same density $n_0$ at the edge.

I measure speeds in $c$, lengths in Debye lengths, and potential in $kT_e/e$:

$$u=\frac{v}{c},\qquad \lambda_D=\sqrt{\frac{\varepsilon_0kT_e}{n_0e^2}},\qquad \xi=\frac{x}{\lambda_D},\qquad \chi=-\frac{e\phi}{kT_e}.$$

Thus $\chi=0$ at the edge and $\chi>0$ nearer the wall. The edge distribution $f(u)$ satisfies $\int_0^\infty f(u)\,du=1$, and $\langle A\rangle=\int_0^\infty A(u)f(u)\,du$. This average weights ions by their density at the edge, not by their flux.

**Q.** A presheath must push the ions towards the wall. There is then an electric field at the edge. Will you set it to zero?

**A.** At first, yes, as a limit. The presheath has a potential drop of order $kT_e/e$ over a length $L$ much greater than $\lambda_D$. Its typical field is $kT_e/(eL)$. In the natural field unit of the sheath, $kT_e/(e\lambda_D)$, this is $\lambda_D/L$. The field steepens near the edge, but the two-scale description assumes that, in sheath units, it still tends to zero with $\lambda_D/L$. The first result belongs to that limit. I shall keep the edge field in the equations, so that it can be restored later.

**Q.** Then start with the ions. Accelerating them surely does not create any, so how does their density change?

**A.** It falls because they spend less time in each unit of length. Energy conservation for an ion that had velocity $v$ at the edge gives, at potential $\phi$,

$$\frac12Mv'^2+e\phi=\frac12Mv^2 .$$

Since $e\phi=-\chi kT_e=-\chi Mc^2$, this becomes

$$v'^2=v^2+2\chi c^2,\qquad u'=\sqrt{u^2+2\chi}.$$

In a steady flow without sources or collisions, each velocity class keeps its flux. A class with density $n_0f(u)\,du$ at the edge therefore has density $n_0f(u)\,du\,(u/u')$ at $\chi$. Adding the classes and dividing by $n_0$ gives

$$N_i(\chi)=\int_0^\infty f(u)\frac{u}{\sqrt{u^2+2\chi}}\,du
=\left\langle\left(1+\frac{2\chi}{u^2}\right)^{-1/2}\right\rangle .$$

The electron density in the same unit is $N_e(\chi)=e^{e\phi/(kT_e)}=e^{-\chi}$.

Both densities fall towards the wall. A sheath with a growing field needs the ion density to fall less than the electron density.

**Q.** Please show the sign in Poisson's equation. The argument turns on it.

**A.** Poisson's equation reads

$$\frac{d^2\phi}{dx^2}=-\frac{en_0}{\varepsilon_0}(N_i-N_e).$$

Multiply by $-e/(kT_e)$. The left side becomes $d^2\chi/dx^2$, and the two minus signs on the right cancel:

$$\frac{d^2\chi}{dx^2}=\frac{n_0e^2}{\varepsilon_0kT_e}(N_i-N_e)=\frac{N_i-N_e}{\lambda_D^2}.$$

With $\xi=x/\lambda_D$ and a prime for $d/d\xi$,

$$\chi''=N_i(\chi)-N_e(\chi).$$

The electric field is $E=-d\phi/dx=[kT_e/(e\lambda_D)]\chi'$, so $\chi'>0$ means a field that drives ions to the wall. Positive space charge makes this field grow.

Now multiply by $\chi'$. The left side is the derivative of $\chi'^2/2$. The right side is the derivative of

$$V(\chi)=\int_0^\chi[N_i(t)-N_e(t)]\,dt .$$

Let $\mathcal E$ be the value of $\chi'$ at the edge. Integration from the edge gives

$$\frac12\chi'^2=\frac12\mathcal E^2+V(\chi).$$

**Q.** Does $V$ have a physical meaning, or is it a device for integrating the equation?

**A.** It is a momentum balance. For one ion speed,

$$\int_0^\chi\left(1+\frac{2t}{u^2}\right)^{-1/2}dt
=u^2\left[\left(1+\frac{2\chi}{u^2}\right)^{1/2}-1\right]=u(u'-u),$$

because the derivative of $u^2(1+2t/u^2)^{1/2}$ with respect to $t$ is the integrand. The electron integral is $1-e^{-\chi}$. Hence

$$V(\chi)=\left\langle u^2\left[\left(1+\frac{2\chi}{u^2}\right)^{1/2}-1\right]\right\rangle-(1-e^{-\chi}).$$

The average is the gain in ion momentum flux, and the last bracket is the loss of electron pressure, both in units of $n_0kT_e$. Their difference is the gain in $\varepsilon_0E^2/2$.

For a field-free edge, $\mathcal E=0$ and $\chi'^2=2V$. A monotone sheath needs $V>0$ at every positive $\chi$ it passes through. That is the requirement on $f$.

**Q.** Near the edge you will expand the square root in $\chi/u^2$. But $u$ ranges down to zero, and the ratio need not be small. Is the expansion allowed?

**A.** It is allowed under the averaging sign if $\langle u^{-2}\rangle$ is finite. Put $s=\chi/u^2$ and $G(s)=(1+2s)^{-1/2}$. Its derivatives are

$$G'(s)=-(1+2s)^{-3/2},\qquad G''(s)=3(1+2s)^{-5/2}>0 .$$

A function with positive second derivative lies above its tangents. The tangent at $s=0$ is $1-s$, so $G(s)\ge1-s$ and

$$0\le\frac{1-G(\chi/u^2)}{\chi}\le\frac1{u^2}.$$

For each fixed $u>0$ the middle quantity tends to $1/u^2$ as $\chi\to0$. It is bounded by a function whose average is finite and does not depend on $\chi$. Dominated convergence then lets the limit pass through the average:

$$\frac{1-N_i(\chi)}{\chi}\to\langle u^{-2}\rangle .$$

Write $a=\langle u^{-2}\rangle$. Then $N_i=1-a\chi+o(\chi)$, where $o(\chi)$ is a remainder that vanishes faster than $\chi$. The electrons give $N_e=1-\chi+o(\chi)$. Subtract, then integrate:

$$N_i-N_e=(1-a)\chi+o(\chi),\qquad V=\frac{1-a}{2}\chi^2+o(\chi^2).$$

If $a>1$, then $V<0$ just inside the edge. This contradicts $\chi'^2=2V$. A field-free edge therefore requires $a\le1$.

**Q.** You assumed that $a$ is finite. An infinite average might escape the conclusion.

**A.** It does not. Choose a small speed $\delta>0$ and count the density loss of ions with $u>\delta$ alone. Every other ion also loses density, so

$$\frac{1-N_i(\chi)}{\chi}\ge\int_\delta^\infty f(u)\frac{1-G(\chi/u^2)}{\chi}\,du
\;\to\;\int_\delta^\infty\frac{f(u)}{u^2}\,du .$$

If the average is infinite, the last integral can be made larger than 2 by lowering $\delta$. For small enough $\chi$ the ion loss then exceeds $\tfrac32\chi$. The electron loss is $1-e^{-\chi}\le\chi$. Hence $N_i<N_e$ and again $V<0$ near the edge.

**Q.** So $a\le1$ is necessary. It was found from an infinitesimal layer, though. The space charge might reverse farther in, and at $a=1$ your quadratic term says nothing.

**A.** Convexity settles both points without an expansion. Use the tangent to $G$ at the average value $\bar s=\langle\chi/u^2\rangle=a\chi$:

$$G(s)\ge G(\bar s)+G'(\bar s)(s-\bar s).$$

The average of the last term is zero, so $\langle G(s)\rangle\ge G(\bar s)$. This is Jensen's inequality, and it gives

$$N_i(\chi)\ge(1+2a\chi)^{-1/2}.$$

For $a\le1$ the right side is at least $(1+2\chi)^{-1/2}$. For $\chi>0$ we have $e^{2\chi}>1+2\chi$, since every further term of the exponential series is positive. Taking the power $-1/2$ reverses the inequality:

$$N_i(\chi)\ge(1+2\chi)^{-1/2}>e^{-\chi}=N_e(\chi).$$

The space charge is positive at every $\chi>0$, also when $a=1$. Thus $V$ is positive and increasing, and, with Boltzmann electrons, the sheath continues to any wall potential. That electron law is accurate when the wall drop $\chi_w$ is several units. If the wall removes the electrons that reach it from an otherwise Maxwellian distribution, the edge slope of $N_e$ changes from 1 to $1+e^{-\chi_w}/[\sqrt{\pi\chi_w}\,(1+\operatorname{erf}\sqrt{\chi_w})]$. The necessary bound on $a$ rises to this value, which is 1.11 at $\chi_w=1$ and 1.001 at $\chi_w=4.8$. Returning to dimensional speeds, $u^{-2}=c^2v^{-2}$ and $c^2=kT_e/M$. In this model, a monotone sheath with a neutral, field-free edge exists if and only if

$$\left\langle v^{-2}\right\rangle\le\frac{M}{kT_e}.$$

**Q.** If both the field and the space charge vanish at the edge, how does the solution ever leave it?

**A.** The edge lies infinitely far upstream on the Debye scale. From $\chi'=\sqrt{2V}$, the distance between two potentials is

$$\xi_2-\xi_1=\int_{\chi_1}^{\chi_2}\frac{d\chi}{\sqrt{2V(\chi)}}.$$

Since $N_i\le1$, we have $N_i-N_e\le1-e^{-\chi}\le\chi$, hence $V\le\chi^2/2$. The distance is therefore at least $\ln(\chi_2/\chi_1)$, which grows without bound as $\chi_1\to0$. Between two positive potentials it is finite, because $V$ is positive and increasing.

When $a<1$, the equation near the edge is $\chi''=(1-a)\chi$. Its growing solution is proportional to $e^{\kappa\xi}$ with $\kappa=\sqrt{1-a}$. At $a=1$ this exponential rate vanishes.

**Q.** I still expected a condition on the mean speed. Momentum arguments use the mean.

**A.** The mean is bounded by the condition, but it does not replace it. The function $s^{-1/2}$ is convex for $s>0$. Jensen's inequality with $s=u^{-2}$ gives

$$\langle u\rangle=\left\langle(u^{-2})^{-1/2}\right\rangle\ge\langle u^{-2}\rangle^{-1/2}.$$

If $\langle u^{-2}\rangle\le1$, then $\langle u\rangle\ge1$. The reverse implication fails, because slow ions respond strongly to a small potential while adding little to the mean. To first order, one class loses the fraction $\chi/u^2$ of its density.

**Q.** Show me a case in which the mean speed misleads.

**A.** Take round model values: $M=50$ u, $kT_e=3$ eV and $n_0=10^{16}\ \mathrm{m^{-3}}$. They give $c=2406$ m/s, $M/(kT_e)=1.727\times10^{-7}\ \mathrm{s^2/m^2}$ and $\lambda_D=0.1288$ mm. Let 90% of the edge density have $u=1.5$ and 10% have $u=0.5$. Then

$$\langle u^{-2}\rangle=\frac{0.9}{1.5^2}+\frac{0.1}{0.5^2}=0.4+0.4=0.8,$$

and the mean is $0.9(1.5)+0.1(0.5)=1.40$. The condition holds, and $\kappa=\sqrt{0.2}=0.447$ per Debye length.

Lower the slow speed to $u=0.3$. The mean is still $1.35+0.03=1.38$, but

$$\langle u^{-2}\rangle=0.4+\frac{0.1}{0.3^2}=0.4+1.111=1.511 .$$

A field-free edge is now impossible. The limiting slow speed $u_*$ follows from $0.4+0.1/u_*^2=1$, so

$$u_*=\sqrt{\frac{0.1}{0.6}}=0.408 .$$

This is 982 m/s. The corresponding energy is $\frac12u_*^2kT_e=\frac12(0.1667)(3\ \mathrm{eV})=0.25$ eV. For this mixture, moving one tenth of the ions across that small energy decides the matter.

## Second half: what slow ions do to the condition

**Q.** Before I attack the slow ions, remind me what is fixed.

**A.** The normal ion speed is $u=v/c$, with $c^2=kT_e/M$, and its normalized edge distribution is $f(u)$. The potential drop from the edge is $\chi=-e\phi/(kT_e)$, and $\xi$ is distance in Debye lengths $\lambda_D$. The densities relative to the edge are

$$N_i=\left\langle\left(1+\frac{2\chi}{u^2}\right)^{-1/2}\right\rangle,\qquad N_e=e^{-\chi}.$$

With $V(\chi)=\int_0^\chi(N_i-N_e)\,dt$ and edge field $\mathcal E$ in units of $kT_e/(e\lambda_D)$, Poisson's equation gives $\chi'^2=\mathcal E^2+2V$. For $\mathcal E=0$, a monotone sheath exists if and only if $\langle u^{-2}\rangle\le1$. The example has $M=50$ u, $kT_e=3$ eV and $\lambda_D=0.1288$ mm.

**Q.** Here is my objection. Put a single ion in a thousand close to rest, and the average can be as large as you like. How can so few ions forbid a sheath?

**A.** They forbid a sheath whose edge field is zero. Whether the average is finite depends on how $f$ vanishes at low speed. If $f\approx Au^p$ there, the low-speed part of the average is $A\int u^{p-2}\,du$, which converges at zero when $p>1$. At $p=1$ it diverges logarithmically. If $f(0^+)=f_0>0$, it diverges as the inverse of the lowest speed included.

In that last case the ion density is not linear in $\chi$ near the edge. Write its loss as

$$1-N_i=\int_0^\infty f(u)\left[1-\frac{u}{\sqrt{u^2+2\chi}}\right]du$$

and substitute $u=\sqrt{2\chi}\,q$:

$$1-N_i=\sqrt{2\chi}\int_0^\infty f(\sqrt{2\chi}\,q)\left[1-\frac{q}{\sqrt{q^2+1}}\right]dq .$$

For bounded $f$, the limit $\chi\to0$ replaces $f(\sqrt{2\chi}\,q)$ by $f_0$. The remaining integral is

$$\left[q-\sqrt{q^2+1}\right]_0^\infty=0-(-1)=1.$$

Thus $1-N_i\approx f_0\sqrt{2\chi}$. At sufficiently small $\chi$ this exceeds the electron loss, which is about $\chi$. The infinite average signals this square-root response; the density itself stays finite.

**Q.** Ionization of a cold gas creates ions at rest all the time. By your reasoning, nearly every plasma must have $f_0>0$. Is the condition then empty?

**A.** It has content at the edge of the limiting presheath, as a collisionless one shows. Let ions be born at rest, and let $\psi$ be the potential drop, in units of $kT_e/e$, from the midplane where the presheath starts. In this part, densities are relative to the midplane density. Let $S$ be the birth rate per volume, with speeds still in $c$, and define

$$g(\psi)=\frac{S}{d\psi/dx}.$$

Ions born between $\psi'$ and $\psi'+d\psi'$ carry flux $S\,dx'=g(\psi')\,d\psi'$. At $\psi$ their speed is $\sqrt{2(\psi-\psi')}$. Their density is flux divided by speed, so neutrality requires

$$\int_0^\psi\frac{g(\psi')\,d\psi'}{\sqrt{2(\psi-\psi')}}=e^{-\psi}.$$

**Q.** The unknown sits under an integral. Can you solve for it without guessing the ionization profile?

**A.** Yes. Multiply by $(t-\psi)^{-1/2}$ and integrate over $\psi$ from 0 to $t$. On the left, exchange the order of integration. The inner integral is

$$\int_{\psi'}^t\frac{d\psi}{\sqrt{(t-\psi)(\psi-\psi')}}=\int_0^{\pi/2}2\,d\theta=\pi,$$

by the substitution $\psi=\psi'+(t-\psi')\sin^2\theta$. On the right put $t-\psi=s^2$:

$$\int_0^t\frac{e^{-\psi}}{\sqrt{t-\psi}}\,d\psi=2e^{-t}\int_0^{\sqrt t}e^{s^2}ds=2D(\sqrt t),$$

where $D(y)=e^{-y^2}\int_0^ye^{s^2}ds$ is Dawson's function. Therefore

$$\frac{\pi}{\sqrt2}\int_0^tg(\psi')\,d\psi'=2D(\sqrt t).$$

Multiply by $\sqrt2/\pi$ and differentiate, using $d\sqrt t/dt=1/(2\sqrt t)$:

$$g(t)=\frac{\sqrt2}{\pi}\frac{D'(\sqrt t)}{\sqrt t},\qquad D'(y)=1-2yD(y).$$

The profile $S(x)$ fixes where each potential occurs, but $g(\psi)$ does not depend on it.

Since $d\psi/dx=S/g$, the neutral solution has an infinite field where $g$ first reaches zero while $S>0$. That point is the edge. A numerical root search for $D'(y_s)=0$ gives $\psi_s=y_s^2=0.854$. The density there is $e^{-0.854}=0.426$ of the midplane value.

**Q.** What are the slow ions doing at that edge, and before it?

**A.** At fixed $\psi$, an ion with speed $u$ was born at $\psi'=\psi-u^2/2$, so $|d\psi'|=u\,du$. Its class has density $g(\psi')|d\psi'|/u=g(\psi-u^2/2)\,du$. The distribution at speed zero is therefore $g(\psi)$, before division by the local density. It is positive at every point upstream of the edge, and there $\langle u^{-2}\rangle$ is infinite. Halfway to the edge in potential, $\psi=0.427$, the normalized value is $f(0)=g(\psi)e^\psi=0.372$.

At the edge $g(\psi_s)=0$. The distribution then starts as $-g'(\psi_s)u^2/2$, and the average is finite.

**Q.** Finite is not enough. It must not exceed one.

**A.** It equals one, and this follows from neutrality. Put $\psi=y^2$ and $\psi'=y^2\sin^2\theta$. Then $d\psi'=2y^2\sin\theta\cos\theta\,d\theta$ and $u=\sqrt2\,y\cos\theta$. The density element becomes

$$\frac{g(\psi')\,d\psi'}{u}
=\frac{\sqrt2}{\pi}\frac{D'(y\sin\theta)}{y\sin\theta}\,
\frac{2y^2\sin\theta\cos\theta}{\sqrt2\,y\cos\theta}\,d\theta
=\frac2\pi D'(y\sin\theta)\,d\theta .$$

Neutrality now reads

$$e^{-y^2}=\frac2\pi\int_0^{\pi/2}D'(y\sin\theta)\,d\theta .$$

Differentiate with respect to $y$:

$$-2ye^{-y^2}=\frac2\pi\int_0^{\pi/2}\sin\theta\,D''(y\sin\theta)\,d\theta .$$

At the edge, where $y=y_s$, the average multiplied by the density is

$$e^{-y_s^2}\langle u^{-2}\rangle
=\frac2\pi\int_0^{\pi/2}\frac{D'(y_s\sin\theta)}{2y_s^2\cos^2\theta}\,d\theta .$$

Integrate by parts, with $1/\cos^2\theta=d(\tan\theta)/d\theta$. The boundary term $\tan\theta\,D'(y_s\sin\theta)$ vanishes at $\theta=0$. It also vanishes at $\pi/2$: there $D'(y_s\sin\theta)$ is proportional to $1-\sin\theta$, hence to $\cos^2\theta$. The derivative of $D'(y_s\sin\theta)$ is $y_s\cos\theta\,D''(y_s\sin\theta)$, so

$$e^{-y_s^2}\langle u^{-2}\rangle
=-\frac{1}{2y_s}\,\frac2\pi\int_0^{\pi/2}\sin\theta\,D''(y_s\sin\theta)\,d\theta
=e^{-y_s^2}.$$

The last step uses the differentiated neutrality relation. Thus $\langle u^{-2}\rangle=1$ at the edge, although ions are born at rest throughout the presheath.

The mean speed there is not one. The flux is $\int_0^{\psi_s}g\,d\psi=(2\sqrt2/\pi)D(y_s)$. Since $D'(y_s)=0$ means $D(y_s)=1/(2y_s)$, the flux is $\sqrt2/(\pi y_s)=0.487$. Division by the density 0.426 gives $\langle u\rangle=1.14$.

**Q.** You obtained this by letting the field become infinite. A real field is finite.

**A.** That is where the limitation enters. The field is infinite on the presheath scale, but the two-scale description assumes that in the limit it is still small in sheath units. At a finite ratio $\lambda_D/L$, the acceleration $\alpha=eE/M$ at any chosen edge plane is finite. Ions born at rest a short distance upstream arrive with $v^2=2\alpha(x-x')$. The distance interval that supplies $dv$ is $v\,dv/\alpha$, and its density contribution is

$$\frac{S}{v}\,\frac{v\,dv}{\alpha}=\frac{S}{\alpha}\,dv .$$

Here $S$ is again a dimensional birth rate. As long as birth at rest continues at the plane, the distribution at zero speed is $S/\alpha>0$, and the average is infinite. The inequality holds in the limiting problem, but it cannot be applied literally to the full distribution at a plane of finite field.

**Q.** Then what decides whether a sheath can form when the field is finite?

**A.** If no ions are born beyond the chosen plane, the whole function $V$, together with the edge field. To isolate the effect, prescribe $f$ on a neutral plane with field $\mathcal E>0$ and allow no births beyond it. This is a model of the response, not a full solution of the presheath. From $\chi'^2=\mathcal E^2+2V$, the field remains positive throughout if

$$\mathcal E^2>-2V_{\min},$$

where $V_{\min}$ is the lowest value of $V$. At a smaller field, $\chi'$ reaches zero before the minimum and the potential turns back. At equality, the solution approaches the smooth minimum over an infinite distance and does not pass it.

**Q.** Apply that to the two beams that failed.

**A.** They have 90% of the density at $u=1.5$ and 10% at $u=0.3$, with $\langle u^{-2}\rangle=1.511$. A numerical root search for $N_i=N_e$ puts the minimum at $\chi=0.05757$. The closed form of $V$ from the momentum balance gives

$$V_{\min}=0.9(1.5)^2\left[\sqrt{1+\tfrac{0.11514}{2.25}}-1\right]
+0.1(0.3)^2\left[\sqrt{1+\tfrac{0.11514}{0.09}}-1\right]-(1-e^{-0.05757}).$$

The three terms are $0.05117$, $0.00459$ and $-0.05594$. They nearly cancel; with more digits the sum is $-1.90\times10^{-4}$. The least field is

$$\mathcal E_{\min}=\sqrt{2(1.90\times10^{-4})}=0.0195 .$$

The field unit is $3\ \mathrm V/(0.1288\ \mathrm{mm})=2.33\times10^4$ V/m, so this is about 454 V/m. Such a field corresponds to a drop of $kT_e/e$ over $1/0.0195\approx51$ Debye lengths, or 6.6 mm.

The linear expansion for the slow beam requires $2\chi\ll u^2=0.09$. At the minimum $2\chi=0.115$, so it has already failed. The slow beam can lose at most its own density, 0.1, whereas the linear law would let the loss grow without bound.

**Q.** In that case the average was at least finite. Can a finite field also rescue an infinite one?

**A.** Yes. Let 99% of the ions have $u=1.5$, and spread the other 1% uniformly from $u=0$ to $w=0.5$. Then $f_0=0.01/0.5=0.02$. The density of the uniform part is

$$f_0\int_0^w\frac{u\,du}{\sqrt{u^2+2\chi}}
=f_0\left(\sqrt{w^2+2\chi}-\sqrt{2\chi}\right)
\approx f_0w+\frac{f_0}{w}\chi-f_0\sqrt{2\chi}.$$

The fast part is approximately $0.99(1-\chi/1.5^2)$. The constants add to one, because $f_0w=0.01$. Subtracting $N_e\approx1-\chi$ gives

$$N_i-N_e\approx K\chi-f_0\sqrt{2\chi},$$

$$K=1-\frac{0.99}{1.5^2}+\frac{f_0}{w}=1-0.44+0.04=0.60 .$$

The number $1-K$ is the finite part of $\langle u^{-2}\rangle$: cut the integral off at a low speed $\delta$ and discard the divergent term $f_0/\delta$. Integration over $\chi$ yields

$$V\approx\frac K2\chi^2-\frac{2\sqrt2}{3}f_0\chi^{3/2}.$$

The minimum is where $K\chi=f_0\sqrt{2\chi}$, hence $\chi_m=2f_0^2/K^2$. Insert this, with $\chi_m^{3/2}=2\sqrt2f_0^3/K^3$:

$$V_{\min}\approx\frac{2f_0^4}{K^3}-\frac{8f_0^4}{3K^3}
=-\frac{2f_0^4}{3K^3},\qquad
\mathcal E_{\min}\approx\sqrt{\frac43}\,\frac{f_0^2}{K^{3/2}}.$$

This is the leading result for small $f_0$, with $K>0$ and $f$ flat near zero speed. Here it gives $\chi_m=0.0022$ and $\mathcal E_{\min}=9.94\times10^{-4}$. Finding the minimum from the full densities, with numerical quadrature for $V$, gives $9.95\times10^{-4}$, or 23 V/m. A field of about a thousandth of the sheath unit is enough, although the average is infinite. This threshold belongs to the model without births. Suppose instead that births at rest continue beyond the plane at the rate that produces $f_0$, namely $S=f_0\mathcal E$ in units of $n_0c/\lambda_D$. While the field is still close to $\mathcal E$, the newly born ions add the density $\int_0^\chi (S/\mathcal E)\,d\chi'/\sqrt{2(\chi-\chi')}=f_0\sqrt{2\chi}$. This cancels the square-root deficit and leaves $K\chi>0$, so this threshold disappears.

**Q.** Could I avoid the trouble by discarding ions below some tiny speed?

**A.** The average would then report your cutoff. Cut the slow part at $u=10^{-2}$, and it is $0.44+0.02(100-2)=2.40$. Cut it at $10^{-4}$, and it is $0.44+0.02(10^4-2)=200.4$. The second cut removes a fraction $q=0.02\times10^{-4}=2\times10^{-6}$ of the ions. After renormalization it changes $N_i$ by at most about $q$, and so changes $V$ up to the minimum by at most about $q\chi_m=4.5\times10^{-9}$. That is about 1% of $|V_{\min}|=4.95\times10^{-7}$. For this cut the required field moves by about half a percent, while the average goes from infinity to 200. The cut at $10^{-2}$ is not harmless: there $q\chi_m=4.5\times10^{-7}$ is comparable to $|V_{\min}|$, and the required field falls by about 40%.

**Q.** And ions that move away from the wall? Their inverse squared speed is positive too.

**A.** They cannot simply be added to the average. An ion that leaves the sheath with $v<0$ must have been created or scattered inside it, because the wall absorbs and the potential only accelerates ions towards it. Its density depends on where that happened, and the flux argument from the edge does not supply this information. Sources or collisions within the sheath require the kinetic equation and Poisson's equation to be solved together there.

Numbers in the example were calculated in double precision.
